# Arrival time of the charge front in a switched-on MOS channel: test program

```python
# Result under test: after a gate step V on an empty, drift-only MOS channel,
# the charge front reaches the drain at t = k L^2/(mobility V), k = 0.38.
# Reduced variables: u = mobile charge/(C V), x = position/L,
# t = time/(L^2/(mobility V)); u_t = (u u_x)_x, u(0,t)=1, u(x,0)=0.
# Similarity profile: u = g(s)/g(1), s = 1 - x/x_front, and k = g(1).
import numpy as np
from scipy.integrate import solve_ivp, trapezoid
from scipy import constants as sc

# ---------- power series about the front ----------
order = 40
a = np.zeros(order + 1)
a[1] = 0.5
for n in range(2, order + 1):
    pairs = sum(a[j] * a[n + 1 - j] for j in range(2, n))
    a[n] = -((n - 1) * a[n - 1] + n * (n + 1) * pairs) / n**2
powers = np.arange(order + 1)
k = a.sum()
xi_front = k**-0.5
charge_arrival = np.sum(a / (powers + 1)) / k
source_flux = xi_front**3 * k * np.sum(powers * a)


def profile(s):
    return np.polynomial.polynomial.polyval(s, a) / k


# majorant |a_n| <= A r^n/n^2 for n >= 3, and its induction condition
r = 5 / 8
A = 9 * a[3] / r**3
induction_sum = 16 / (36 * r) + A * r * 4 * (np.pi**2 / 6 - 1.25)
assert induction_sum < 1
for n in range(3, order + 1):
    assert abs(a[n]) <= A * r**n / n**2 * (1 + 1e-12)
tail_bound = A * r**(order + 1) / (order + 1)**2 / (1 - r)


# ---------- shooting from the source, f as independent variable ----------
# y = [xi, flux]; flux - xi f/2 falls steadily as f falls and must reach
# zero at the front, where the carrier speed flux/f equals xi/2.
def shoot(flux_at_source):
    def slope(f, y):
        return [-f / y[1], y[0] / 2]

    def too_weak(f, y):
        return y[1] - y[0] * f / 2
    too_weak.terminal = True
    return solve_ivp(slope, (1, 1e-5), [0, flux_at_source], method="DOP853",
                     rtol=1e-10, atol=1e-13, events=too_weak)


low, high = 0.35, 0.7
for _ in range(42):
    middle = (low + high) / 2
    if shoot(middle).status == 1:
        low = middle
    else:
        high = middle
end = shoot(high)
xi_shoot = end.y[0, -1] + end.t[-1]**2 / end.y[1, -1]
k_shoot = xi_shoot**-2
assert abs(k_shoot - k) < 2e-6
assert abs(high - source_flux) < 2e-6


# ---------- finite-volume solution of the channel equation ----------
def run_channel(times, cells, diffusion=0.0, saturation=0.0, ramp=0.0,
                body=0.0, bend=0.0, initial=None):
    h = 1 / cells
    distance = np.full(cells + 1, h)
    distance[[0, -1]] = h / 2

    def fluxes(t, u):
        gate = min(t / ramp, 1.0) if ramp > 0 else 1.0
        full = np.concatenate(([gate], u, [0.0]))
        potential = gate - full
        if body > 0:
            root = np.sqrt(body**2 + 4 * (potential + bend
                                          + body * np.sqrt(bend)))
            potential = ((root - body) / 2)**2 - bend
        field = np.diff(potential) / distance
        mean = (full[1:] + full[:-1]) / 2
        flow = mean * field - diffusion * np.diff(full) / distance
        return flow / (1 + saturation * np.abs(field))

    def rate(t, u):
        return -np.diff(fluxes(t, u)) / h

    start = np.zeros(cells) if initial is None else initial
    sol = solve_ivp(rate, (0, times[-1]), start, method="LSODA",
                    t_eval=times, lband=1, uband=1, rtol=1e-6, atol=1e-9,
                    first_step=1e-7, max_step=0.02)
    assert sol.success
    drain = np.array([fluxes(t, u)[-1] for t, u in zip(sol.t, sol.y.T)])
    return (np.arange(cells) + 0.5) * h, sol.y, drain, distance


def crossing(times, current, level):
    i = int(np.argmax(current >= level))
    assert i > 0
    return np.interp(level, current[i - 1:i + 1], times[i - 1:i + 1])


times = np.linspace(0, 5, 2501)
x, u, drain, _ = run_channel(times, 400)
k_grid = []
for t_check in (0.15, 0.30):
    i = int(round(t_check / times[1]))
    part = (u[:, i] > 0.03) & (u[:, i] < 0.25)
    fit = np.polyfit(u[part, i], x[part], 2)
    front, speed = fit[-1], -1 / fit[-2]
    k_grid.append(t_check / front**2)
    assert abs(k_grid[-1] / k - 1) < 0.01
    assert abs(speed / (front / (2 * t_check)) - 1) < 0.03
    s = np.clip(1 - x * xi_front**-1 / np.sqrt(t_check), 0, 1)
    profile_error = np.max(np.abs(profile(s) - u[:, i]))
    assert profile_error < 0.01
early_drain = np.max(np.abs(drain[times < 0.9 * k])) / 0.5
assert early_drain < 1e-6
charge_grid = np.interp(k, times, u.mean(axis=0))
assert abs(charge_grid - charge_arrival) < 0.005
final_current, final_charge = drain[-1], u[:, -1].mean()
assert abs(final_current - 1 / 2) < 0.002
assert abs(final_charge - 2 / 3) < 0.002
t90 = crossing(times, drain, 0.45)

# ---------- identity behind uniqueness, two different initial charges ----
tt = np.linspace(0, 0.2, 801)
xc = (np.arange(200) + 0.5) / 200
bump = 0.3 * np.sin(np.pi * xc)**2
_, u1, _, dist = run_channel(tt, 200, initial=bump)
_, u2, _, _ = run_channel(tt, 200)
D = u1**2 - u2**2
D_time = trapezoid(D, tt, axis=1)
gradient_part = np.sum(np.diff(np.r_[0, D_time, 0])**2 / dist) / 4
left = trapezoid(((u1 - u2) * D).mean(axis=0), tt) + gradient_part
right = np.mean(bump * D_time)
assert right > 0 and abs(left / right - 1) < 0.01

# ---------- example: long-channel silicon n-MOS, SI units inside ----------
L, mobility, V = 20e-6, 500e-4, 2.0
t_ox, N_A, T, V_D = 20e-9, 1e22, 300.0, 3.0
v_sat, rise, n_i = 1e5, 0.1e-9, 1e16
eps_ox, eps_si = 3.9 * sc.epsilon_0, 11.7 * sc.epsilon_0
q = sc.e
tau = L**2 / (mobility * V)
arrival = k * tau
front_speed = L / (2 * arrival)
front_field = front_speed / mobility
phi_t = sc.k * T / q
C_ox = eps_ox / t_ox
bending = 2 * phi_t * np.log(N_A / n_i)
gamma = np.sqrt(2 * q * eps_si * N_A) / C_ox

options = {
    "body charge": dict(body=gamma / np.sqrt(V), bend=bending / V),
    "diffusion": dict(diffusion=phi_t / V),
    "velocity saturation": dict(saturation=mobility * V / (L * v_sat)),
    "gate ramp": dict(ramp=rise / tau)}
together = {}
for choice in options.values():
    together.update(choice)
options["all four"] = together
level = 0.05 * 0.5
fine = np.linspace(0, 0.8, 1601)
reference = crossing(fine, run_channel(fine, 200)[2], level)
delay = {name: crossing(fine, run_channel(fine, 200, **choice)[2], level)
         for name, choice in options.items()}
change = {name: 100 * (value / reference - 1)
          for name, value in delay.items()}
assert change["diffusion"] < 0
assert min(change[n] for n in
           ("body charge", "velocity saturation", "gate ramp")) > 0

# further neglected effects, estimates for the same transistor
pinch = ((np.sqrt(gamma**2 + 4 * (V + bending + gamma * np.sqrt(bending)))
          - gamma) / 2)**2 - bending
assert V_D > pinch
assert abs(V - pinch - gamma * (np.sqrt(bending + pinch)
                                - np.sqrt(bending))) < 1e-10
drain_depletion = np.sqrt(2 * eps_si * (V_D - pinch) / (q * N_A))
depletion = np.sqrt(2 * eps_si * bending / (q * N_A))
gradual_length = np.sqrt(eps_si / eps_ox * t_ox * depletion)
density = C_ox * V / q
mass = 0.19 * sc.m_e
states = 2 * mass * sc.k * T / (np.pi * sc.hbar**2)
filling = density / states
einstein_ratio = filling / (1 - np.exp(-filling))
inertia_time = mobility * mass / q
substrate_time = eps_si / (q * N_A * 400e-4)
V_ox = V + gamma * np.sqrt(bending)
F_ox = V_ox / t_ox
barrier = 3.1
assert V_ox < barrier
wkb = (4 * np.sqrt(2 * 0.5 * sc.m_e) / (3 * sc.hbar * q * F_ox)
       * q**1.5 * (barrier**1.5 - (barrier - V_ox)**1.5))
junction_field = np.sqrt(2 * q * N_A * (V_D + bending) / eps_si)
hot_factor = (358.15 / T)**1.5
assert abs(k - 0.38) < 0.005

print("series a1..a6:", " ".join(f"{c:.3e}" for c in a[1:7]))
print(f"induction sum (must be < 1): {induction_sum:.3f}")
print(f"bound on tail after 40 terms: {tail_bound:.1e}")
print(f"k from series: {k:.6f}")
print(f"k from shooting: {k_shoot:.6f}")
print(f"k from grid at t=0.15, 0.30: {k_grid[0]:.4f}, {k_grid[1]:.4f}")
print(f"front constant xi0: {xi_front:.5f}")
print(f"source flux times sqrt(t): {source_flux:.5f}")
for ratio in (0.25, 0.5, 0.75):
    print(f"u at x/x_front = {ratio}: {profile(1 - ratio):.4f}")
print(f"largest profile error on grid, t=0.30: {profile_error:.1e}")
print(f"charge at arrival / (C V L): {charge_arrival:.4f}")
print(f"drain/final current before 0.9 k: {early_drain:.1e}")
print(f"final current, reduced: {final_current:.4f}")
print(f"final charge, reduced: {final_charge:.4f}")
print(f"steady transit time / tau: {final_charge / final_current:.4f}")
print(f"time to 90% drain current / tau: {t90:.3f}")
print(f"uniqueness identity, left/right: {left / right:.5f}")
print(f"L = {L*1e6:.0f} um, mobility = {mobility*1e4:.0f} cm2/Vs")
print(f"overdrive = {V:.1f} V, drain = {V_D:.1f} V, T = {T:.0f} K")
print(f"oxide = {t_ox*1e9:.0f} nm, doping = {N_A*1e-6:.0e} cm^-3")
print(f"saturation speed = {v_sat*100:.0e} cm/s")
print(f"gate rise = {rise*1e9:.1f} ns")
print(f"tau = {tau*1e9:.3f} ns")
print(f"front arrival = {arrival*1e9:.3f} ns")
print(f"90% drain current at {t90*tau*1e9:.2f} ns")
print(f"front speed at arrival = {front_speed*100:.2e} cm/s")
print(f"front field at arrival = {front_field*1e-5:.2f} kV/cm")
print(f"thermal voltage = {phi_t*1e3:.2f} mV")
print(f"diffusion foot length = {phi_t/front_field*1e6:.2f} um")
print(f"body coefficient = {gamma:.3f} V^0.5")
print(f"surface bending at source = {bending:.3f} V")
print(f"pinch-off voltage with body charge = {pinch:.3f} V")
print(f"ideal time to 5% drain current = {reference*tau*1e9:.3f} ns")
for name, value in change.items():
    print(f"change of 5% time, {name}: {value:+.1f} %")
print(f"5% time, all four = {delay['all four']*tau*1e9:.3f} ns")
print(f"drain depletion length = {drain_depletion*1e6:.2f} um")
print(f"gradual-channel length = {gradual_length*1e6:.3f} um")
print(f"sheet density at source = {density*1e-4:.2e} cm^-2")
print(f"degenerate D/(mobility kT/q) = {einstein_ratio:.2f}")
print(f"momentum relaxation = {inertia_time*1e12:.3f} ps")
print(f"substrate relaxation = {substrate_time*1e12:.2f} ps")
print(f"oxide field at source = {F_ox*1e-8:.2f} MV/cm")
print(f"log10 oxide transmission = {-wkb/np.log(10):.0f}")
print(f"peak drain junction field = {junction_field*1e-8:.3f} MV/cm")
print(f"delay factor at 85 C, mobility as T^-1.5: {hot_factor:.2f}")
print("done: every assertion held")
```

Printed output:

```
series a1..a6: 5.000e-01 -1.250e-01 6.944e-03 8.681e-04 6.366e-05 -4.340e-06
induction sum (must be < 1): 0.964
bound on tail after 40 terms: 1.7e-12
k from series: 0.382869
k from shooting: 0.382869
k from grid at t=0.15, 0.30: 0.3830, 0.3830
front constant xi0: 1.61613
source flux times sqrt(t): 0.44375
u at x/x_front = 0.25: 0.8042
u at x/x_front = 0.5: 0.5738
u at x/x_front = 0.75: 0.3064
largest profile error on grid, t=0.30: 1.5e-04
charge at arrival / (C V L): 0.5492
drain/final current before 0.9 k: 0.0e+00
final current, reduced: 0.5000
final charge, reduced: 0.6667
steady transit time / tau: 1.3333
time to 90% drain current / tau: 0.736
uniqueness identity, left/right: 1.00000
L = 20 um, mobility = 500 cm2/Vs
overdrive = 2.0 V, drain = 3.0 V, T = 300 K
oxide = 20 nm, doping = 1e+16 cm^-3
saturation speed = 1e+07 cm/s
gate rise = 0.1 ns
tau = 4.000 ns
front arrival = 1.531 ns
90% drain current at 2.94 ns
front speed at arrival = 6.53e+05 cm/s
front field at arrival = 1.31 kV/cm
thermal voltage = 25.85 mV
diffusion foot length = 0.20 um
body coefficient = 0.334 V^0.5
surface bending at source = 0.714 V
pinch-off voltage with body charge = 1.757 V
ideal time to 5% drain current = 1.561 ns
change of 5% time, body charge: +13.9 %
change of 5% time, diffusion: -7.0 %
change of 5% time, velocity saturation: +10.1 %
change of 5% time, gate ramp: +4.3 %
change of 5% time, all four: +18.3 %
5% time, all four = 1.847 ns
drain depletion length = 0.40 um
gradual-channel length = 0.135 um
sheet density at source = 2.16e+12 cm^-2
degenerate D/(mobility kT/q) = 1.29
momentum relaxation = 0.054 ps
substrate relaxation = 1.62 ps
oxide field at source = 1.14 MV/cm
log10 oxide transmission = -87
peak drain junction field = 0.107 MV/cm
delay factor at 85 C, mobility as T^-1.5: 1.30
done: every assertion held
```
